# Gauge-origin dependence of shielding and magnetisability in a finite basis

## A spherical atom with a displaced origin

Take an atom with $N$ electrons in closed s shells, nucleus at $\mathbf r=0$, in a uniform magnetic field $\mathbf B$. Atomic units are used in the algebra. If the gauge origin lies at $\mathbf d$, the vector potential is

$$\tfrac12\mathbf B\times(\mathbf r-\mathbf d)=\tfrac12\mathbf B\times\mathbf r+\mathbf a,\qquad \mathbf a=-\tfrac12\mathbf B\times\mathbf d .$$

The added $\mathbf a$ is constant and produces no magnetic field. Since $(\mathbf p+\mathbf a)e^{-i\mathbf a\cdot\mathbf r}\psi=e^{-i\mathbf a\cdot\mathbf r}\mathbf p\psi$, a phase factor on each electron removes it, and the energy cannot depend on $\mathbf d$.

Now let the orbitals be expanded in a fixed finite basis, which in general cannot represent that phase. The first part of the potential couples through the angular momentum, which annihilates s orbitals. Its cross term with $\mathbf a$ in the squared potential contains $\langle\mathbf r\rangle=0$. What $\mathbf a$ adds to the second-order energy is therefore a positive term $\frac12Na^2$, from the squared potential, and a negative term from the response to $\mathbf a\cdot\mathbf p$. By spherical symmetry the latter has the form $-\frac12(N-t)a^2$, which defines $t$. The sum is

$$\tfrac12ta^2=\tfrac18t\,|\mathbf B\times\mathbf d|^2=\tfrac18t\,[B^2d^2-(\mathbf B\cdot\mathbf d)^2].$$

The magnetisability is $\chi_{ab}=-\partial^2E/\partial B_a\partial B_b$, so

$$\Delta\chi_{ab}=-\tfrac14t(d^2\delta_{ab}-d_ad_b),\qquad \Delta\chi_{\rm iso}=-\tfrac16td^2,$$

because the trace of the bracket is $2d^2$ and the isotropic value is one third of the trace. The coefficient $t$ is the amount by which the response sum $N-t$ misses the electron number: the violation of the Thomas-Reiche-Kuhn (TRK) sum rule.

For beryllium in the 6-31G basis, $t=1.5101$. A shift of 2 Å gives $-1.5101\times4/6=-1.0067$ in units of $e^2$Å$^2/m_e$. One such unit is 1.75882 neV/T², so the change is $-1.771$ neV/T², and $\chi_{\rm iso}$ goes from $-1.293$ to $-3.064$ neV/T².

## Assumptions and statement

The molecule has clamped nuclei and a closed-shell, nonrelativistic Hartree-Fock ground state. The real basis functions depend neither on the fields nor on the gauge origin $\mathbf O$. The response is the coupled Hartree-Fock one, and its matrix $H$, given below, is invertible. Let $\mathbf r_O=\mathbf r-\mathbf O$, let $\mathbf r_K$ be measured from nucleus $K$ with magnetic moment $\mathbf m$, and let $\mathbf f=\mathbf r_K/r_K^3$. Then

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r_O+\alpha^2\mathbf m\times\mathbf f,\qquad \sigma_{ab}=\frac{\partial^2E}{\partial B_a\partial m_b},$$

where $\alpha$ is the fine-structure constant and $E$ the electronic energy. Repeated indices are summed, $\epsilon$ is the Levi-Civita symbol, and expectation values include the sum over electrons. $\langle\langle X;Y\rangle\rangle$ is the mixed second derivative of the energy with respect to the strengths of perturbations $X$ and $Y$, without terms from operators already of second order. Define

$$S_{db}=\langle\langle p_d;(\mathbf L_K/r_K^3)_b\rangle\rangle+\epsilon_{dbe}\langle f_e\rangle,$$
$$\Lambda_{db}=\langle\langle p_d;L_{O,b}\rangle\rangle+\epsilon_{dbe}\langle r_{O,e}\rangle,$$
$$T_{df}=N\delta_{df}+\langle\langle p_d;p_f\rangle\rangle .$$

**Theorem.** (i) When the origin moves from $\mathbf O$ to $\mathbf O+\mathbf d$,

$$\Delta\sigma_{ab}=-\tfrac12\alpha^2\epsilon_{acd}d_cS_{db},$$
$$\Delta\chi_{ab}=\tfrac14(\epsilon_{acd}d_c\Lambda_{db}+\epsilon_{bcd}d_c\Lambda_{da})-\tfrac14\epsilon_{acd}\epsilon_{bef}d_cd_eT_{df}.$$

(ii) In a complete basis $S=\Lambda=T=0$.

The coefficients are thus residuals of sum rules. The change of the shielding is at most linear in $\mathbf d$ and that of the magnetisability at most quadratic; the latter generally has a linear term too. Symmetry may remove the linear terms, but it cannot force the quadratic one to vanish, because rotations and reflections leave the trace of $T$ unchanged.

The residuals have a direct meaning. Add a constant $\mathbf a$ to $\mathbf A$. It couples through $\mathbf a\cdot\mathbf p$, and the squared potential supplies $\frac12Na^2$, $\frac12\mathbf a\cdot(\mathbf B\times\mathbf r_O)$ and $\alpha^2\mathbf a\cdot(\mathbf m\times\mathbf f)$. Hence $T_{df}$, $\frac12\Lambda_{db}$ and $\alpha^2S_{db}$ are the second derivatives of $E$ with respect to $(a_d,a_f)$, $(a_d,B_b)$ and $(a_d,m_b)$. Each is a response to a potential that carries no field.

## Lemma 1: the operators

With charge $-1$, the kinetic energy of an electron is $\frac12(\mathbf p+\mathbf A)^2$. Both parts of $\mathbf A$ are free of divergence, so this equals $\frac12p^2+\mathbf A\cdot\mathbf p+\frac12A^2$. The triple product gives

$$\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L_O+\alpha^2\mathbf m\cdot\mathbf L_K/r_K^3 .$$

The part of $\frac12A^2$ bilinear in $\mathbf B$ and $\mathbf m$ is

$$\tfrac12\alpha^2(\mathbf B\times\mathbf r_O)\cdot(\mathbf m\times\mathbf f)=\tfrac12\alpha^2[(\mathbf B\cdot\mathbf m)(\mathbf r_O\cdot\mathbf f)-(\mathbf B\cdot\mathbf f)(\mathbf r_O\cdot\mathbf m)],$$

and the part quadratic in $\mathbf B$ is $\frac18[B^2r_O^2-(\mathbf B\cdot\mathbf r_O)^2]$. Differentiation yields

$$\sigma_{ab}=\tfrac12\alpha^2\left[\langle\mathbf r_O\cdot\mathbf f\,\delta_{ab}-f_ar_{O,b}\rangle+\langle\langle L_{O,a};(\mathbf L_K/r_K^3)_b\rangle\rangle\right],$$
$$\chi_{ab}=-\tfrac14\left[\langle r_O^2\delta_{ab}-r_{O,a}r_{O,b}\rangle+\langle\langle L_{O,a};L_{O,b}\rangle\rangle\right].$$

In each bracket the first term is diamagnetic and the second paramagnetic.

## Lemma 2: the response

Let $i,j,k$ label occupied orbitals and $a,b$ virtual ones (as orbital labels), all real, with energies $\varepsilon$. Write $X=-i\hat\xi$ and $Y=-i\hat\eta$, where $\hat\xi,\hat\eta$ are real and antisymmetric. For $\mathbf p$ the real operator is $\nabla$. Then

$$\langle\langle X;Y\rangle\rangle=-4\,\xi^{\rm T}H^{-1}\eta,\qquad \xi_{ai}=\langle a|\hat\xi|i\rangle,$$
$$H_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+(ib|ja)-(ij|ab).$$

*Proof.* Let $\delta\phi_i=i\sum_a\kappa_{ai}\phi_a$ with real $\kappa$. Real variations are not needed: an imaginary operator has no first-order coupling to them, and complex-conjugation symmetry forbids a quadratic term mixing them with $\kappa$. For perturbation strengths $\lambda$ and $\mu$, the coupling energy is

$$4\,{\rm Re}\sum_{ai}(-i\kappa_{ai})(-i)(\lambda\xi_{ai}+\mu\eta_{ai})=-4\kappa^{\rm T}(\lambda\xi+\mu\eta).$$

The factor 4 comes from two spins and from bra and ket.

Without the perturbation, the orbital energies contribute $2\sum_{ai}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2$. The first-order density matrix is

$$\delta P(1,2)=2i\sum_{ai}\kappa_{ai}[\phi_a(1)\phi_i(2)-\phi_i(1)\phi_a(2)].$$

It vanishes at coincident points, so there is no Coulomb term. The exchange energy $-\frac14\iint|P|^2/r_{12}$ contributes

$$-\sum\kappa_{ai}\kappa_{bj}[(ab|ij)-(aj|ib)-(ib|aj)+(ij|ab)]=2\sum\kappa_{ai}\kappa_{bj}[(ib|ja)-(ij|ab)].$$

The total is $2\kappa^{\rm T}H\kappa-4\kappa^{\rm T}(\lambda\xi+\mu\eta)$. It is stationary at $\kappa=H^{-1}(\lambda\xi+\mu\eta)$, with value $-2(\lambda\xi+\mu\eta)^{\rm T}H^{-1}(\lambda\xi+\mu\eta)$. The derivative with respect to $\lambda$ and $\mu$ is the stated result. ∎

The response is bilinear and symmetric, and neither $H$ nor the field-free density contains $\mathbf O$. Part (i) uses no other property of it.

## Proof of part (i)

The shift changes $\mathbf r_O$ to $\mathbf r_O-\mathbf d$ and

$$L_{O,a}\to L_{O,a}-\epsilon_{acd}d_cp_d .$$

This also holds for the matrices in any basis, because an integral is linear in its operator. No product of matrices is replaced by the matrix of a product.

**Shielding.** The nuclear operator does not contain $\mathbf O$. From Lemma 1,

$$\Delta\sigma_{ab}=-\tfrac12\alpha^2\left[d_c\langle f_c\rangle\delta_{ab}-\langle f_a\rangle d_b+\epsilon_{acd}d_c\langle\langle p_d;(\mathbf L_K/r_K^3)_b\rangle\rangle\right].$$

Since $\epsilon_{acd}=\epsilon_{dac}$,

$$\epsilon_{acd}\epsilon_{dbe}=\delta_{ab}\delta_{ce}-\delta_{ae}\delta_{cb}.$$

Contraction with $d_c\langle f_e\rangle$ turns the first two terms into $\epsilon_{acd}d_c\,\epsilon_{dbe}\langle f_e\rangle$. They join the response term to form $S_{db}$.

**Magnetisability.** Both operators now shift. The paramagnetic bracket changes by

$$-\epsilon_{acd}d_c\langle\langle p_d;L_{O,b}\rangle\rangle-\epsilon_{bcd}d_c\langle\langle p_d;L_{O,a}\rangle\rangle+\epsilon_{acd}\epsilon_{bef}d_cd_e\langle\langle p_d;p_f\rangle\rangle .$$

With $\mathbf R=\langle\mathbf r_O\rangle$, the diamagnetic bracket changes by

$$-(\mathbf R\cdot\mathbf d\,\delta_{ab}-R_ad_b)-(\mathbf R\cdot\mathbf d\,\delta_{ab}-d_aR_b)+N(d^2\delta_{ab}-d_ad_b).$$

By the same identity the first parenthesis is $\epsilon_{acd}d_c\epsilon_{dbe}R_e$, and the second is this expression with $a$ and $b$ exchanged. The last is $\epsilon_{acd}\epsilon_{bed}d_cd_e$. Each completes the response term of equal degree, giving $\Lambda$ twice and $T$ once. The prefactor $-\frac14$ gives the stated formula. ∎

For unit vectors $\mathbf u,\mathbf v$ and $\mathbf c=\mathbf u\times\mathbf d$, the result reads

$$\mathbf u\cdot\Delta\sigma\cdot\mathbf v=-\tfrac12\alpha^2\,\mathbf c\cdot S\cdot\mathbf v,\qquad
\mathbf u\cdot\Delta\chi\cdot\mathbf u=\tfrac12\mathbf c\cdot\Lambda\cdot\mathbf u-\tfrac14\mathbf c\cdot T\cdot\mathbf c .$$

A shift parallel to the magnetic field therefore has no effect on the induced energy.

## Proof of part (ii)

Let $x_d$ be the vector of elements $\langle a|r_d|i\rangle$ and $g_d$ that of $\langle a|\partial_d|i\rangle$. The first step is the hypervirial relation $Hx_d=-g_d$.

The Fock operator is $F=-\frac12\nabla^2+v-\hat K$, where $v$ is multiplicative and $\hat K$ is nonlocal exchange. As $[-\frac12\nabla^2,r_d]=-\partial_d$,

$$(\varepsilon_a-\varepsilon_i)\langle a|r_d|i\rangle=\langle a|[F,r_d]|i\rangle=-\langle a|\partial_d|i\rangle-\langle a|[\hat K,r_d]|i\rangle .$$

The rest of $Hx_d$ is $\sum_{bj}[(ib|ja)-(ij|ab)]\langle b|r_d|j\rangle$. Extending $b$ to occupied $k$ adds

$$\sum_{jk}[(ik|ja)-(ij|ka)]\langle k|r_d|j\rangle=0,$$

because exchanging $j$ and $k$ in the second part reproduces the first. The sum thus runs over all orbitals $q$, and completeness gives $\sum_q\phi_q\langle q|r_d|j\rangle=r_d\phi_j$. The two parts become $\langle a|\hat Kr_d|i\rangle$ and $-\langle a|r_d\hat K|i\rangle$. Their sum cancels the exchange commutator above, leaving $-g_d$.

Therefore, for $Y=-i\hat\eta$,

$$\langle\langle p_d;Y\rangle\rangle=-4g_d^{\rm T}H^{-1}\eta=4x_d^{\rm T}\eta .$$

Occupied-occupied terms may be added to this sum: they contract a symmetric matrix with an antisymmetric one and vanish. Closure then gives $4\sum_i\langle i|r_d\hat\eta|i\rangle$. By antisymmetry $\langle i|r_d\hat\eta|i\rangle=-\langle i|\hat\eta r_d|i\rangle$, so each term is half a commutator, and

$$\langle\langle p_d;Y\rangle\rangle=2\sum_i\langle i|[r_d,\hat\eta]|i\rangle=\langle[r_d,\hat\eta]\rangle .$$

For $\hat\eta=\partial_f$ the commutator is $-\delta_{df}$, and the sum over electrons gives $-N\delta_{df}$. Hence $T=0$. For $\hat\eta=(\mathbf w\times\nabla)_b$, with $\mathbf w=\mathbf f$ or $\mathbf r_O$,

$$[r_d,\epsilon_{bcf}w_c\partial_f]=-\epsilon_{bcd}w_c=-\epsilon_{dbc}w_c .$$

This gives $S=0$ and $\Lambda=0$ respectively. ∎

## Remarks

**Two sources of violation.** In a finite basis let $\delta_d=g_d+Hx_d$. Inserting $g_d=-Hx_d+\delta_d$ on the left of the response gives

$$T_{df}=\left[N\delta_{df}+4x_d^{\rm T}g_f\right]-4\delta_d^{\rm T}H^{-1}g_f .$$

The first part measures failed closure, the second the failed hypervirial relation. The same substitution splits $S$ and $\Lambda$.

**The response kernel matters.** Part (i) survives if $H$ is replaced by its orbital-energy differences, since these too are independent of the origin. Part (ii) then fails for Hartree-Fock, because $[\hat K,r_d]$ remains uncancelled. For beryllium in a large s,p basis, $T_{\rm iso}$ is about $4\times10^{-5}$ with the full $H$ and 1.34 without its exchange terms. The small value is what remains of basis incompleteness: a denser and a sparser even-tempered s,p set give $3\times10^{-6}$ and $4\times10^{-4}$, while 1.34 does not change. For a multiplicative effective potential $\hat K$ is absent, and the energy differences alone satisfy the rule.

**Invariance does not certify a basis.** In the atom of the opening section, $\mathbf f\times\nabla$ at the nucleus annihilates the s orbitals and $\langle\mathbf f\rangle=0$. So $S=0$ in every basis that keeps the spherical symmetry, and the nuclear shielding is independent of the origin. The same 6-31G beryllium calculation has $T_{\rm iso}=1.51$ out of four electrons.

**The linear term depends on the reference origin.** Shifting $\mathbf L_O$ and $\mathbf r_O$ in the definition of $\Lambda$ gives

$$\Delta\Lambda_{db}=-\epsilon_{bce}d_c\langle\langle p_d;p_e\rangle\rangle-N\epsilon_{dbe}d_e=-\epsilon_{bce}d_cT_{de},$$

since $\epsilon_{dbe}d_e=\epsilon_{bce}d_c\delta_{de}$. For the isotropic value put $w_c=\epsilon_{acd}\Lambda_{da}$ and $M={\rm tr}(T)\,1-T$. The trace of the theorem is

$$\Delta\chi_{\rm iso}=\tfrac16\mathbf w\cdot\mathbf d-\tfrac1{12}\mathbf d\cdot M\cdot\mathbf d .$$

If $M$ is positive definite, this has a maximum at $\mathbf d^*=M^{-1}\mathbf w$. In that case the quadratic term dominates at large distance and makes the molecule appear ever more diamagnetic.

## Water

The chosen geometry has O–H distances of 0.96 Å and an angle of 105°, in the $xy$ plane with one proton on the $x$ axis. That proton's shielding is computed. The reference origin is at oxygen, and shifts follow $\mathbf n=(1,2,2)/3$. The level is Hartree-Fock, without electron correlation, relativity or vibration.

In 6-31G the response sum is 2.55 instead of 10. The residual $T_{\rm iso}=7.45$ consists of 6.95 from closure and 0.50 from the hypervirial defect.

For the isotropic shielding, the trace of the theorem is $\Delta\sigma_{\rm iso}=-\frac16\alpha^2d_cs_c$ with $s_c=\epsilon_{acd}S_{da}$. The printed elements give, in Å$^{-2}$,

$$s_x=S_{yz}-S_{zy}=-6.5054-7.0347=-13.5401,$$
$$s_y=S_{zx}-S_{xz}=0.1301+0.1771=0.3072,$$

and $s_z=0$. Hence $\mathbf n\cdot\mathbf s=-4.3086$ Å$^{-2}$. In ordinary units $\alpha^2$ is accompanied by one bohr, and $\alpha^2a_0=2.81794\times10^{-5}$ Å. The slope is $4.3086\times28.1794/6=20.24$ ppm/Å. Four ångström turn 26.35 ppm into $26.35+80.94=107.29$ ppm, as the direct calculation at that origin finds.

The vanishing $s_z$ follows from the mirror plane. Reflection preserves $p_x,p_y$ but reverses the in-plane components of angular momentum, so $S_{xy}=S_{yx}=0$. A perpendicular shift leaves $\sigma_{\rm iso}$ unchanged, yet through $S_{yz}$ it creates an element $\sigma_{xz}$ that the molecular symmetry forbids.

For the magnetisability, $w_x=\Lambda_{yz}-\Lambda_{zy}=0.7453$ Å and $w_y=\Lambda_{zx}-\Lambda_{xz}=0.9712$ Å. The linear coefficient is $(0.7453+2\times0.9712)/18=0.1493$ Å, or 0.263 neV/T² per Å. With ${\rm tr}\,T=22.347$ and $\mathbf n\cdot T\cdot\mathbf n=7.828$, the quadratic coefficient is $-(22.347-7.828)/12=-1.210$, or $-2.128$ neV/T² per Å². At 4 Å,

$$\chi_{\rm iso}=-1.478+4(0.263)-16(2.128)=-34.48\ {\rm neV/T^2}$$

with unrounded coefficients. The maximum of the isotropic quadratic lies at $\mathbf d^*\approx(0.05,0.06,0)$ Å, close to oxygen. It marks where the artefact is stationary, which does not make the value there the basis-set limit.

Energies in finite fields, with complex orbitals and magnetic operators integrated on a grid, test the theorem separately. Take $\mathbf u=(2,-1,2)/3$, $\mathbf v=(1,2,-2)/3$ and a shift of $\pm2$ Å. Then $\mathbf c=\pm2(-6,-2,5)/9$ Å. The shielding formula gives a change of $\mp44.72$ ppm, and the finite-field energies change $-2.18$ ppm into $-46.91$ and $+42.54$ ppm. For $\mathbf u\cdot\chi\cdot\mathbf u$ the formula gives $\pm0.71-10.76$ neV/T²; the energies change $-1.48$ into $-11.53$ and $-12.94$ neV/T².

For water the tabulated coefficients fall along the following series of bases, though not every part of them falls steadily:

| basis | $T_{\rm iso}$ | $\sigma_{\rm iso}$ slope, ppm/Å | $\chi_{\rm iso}$ quadratic, neV/T²/Å² |
|---|---|---|---|
| 6-31G | 7.45 | 20.2 | −2.13 |
| cc-pVDZ | 3.62 | 8.87 | −1.03 |
| cc-pVTZ | 1.42 | 3.94 | −0.40 |
| uncontracted cc-pVTZ | 0.53 | 0.97 | −0.15 |

The hypervirial part of $T_{\rm iso}$ rises from 0.50 to 1.12 between the first two rows and from 0.25 to 0.32 between the last two. The norm of $\Lambda$ stays near 0.075 Å when cc-pVTZ is uncontracted. That last step lowers the energy by 0.003 eV but removes more than half of $T_{\rm iso}$, so a small change in the energy does not imply a small change in these residuals. Even in the last basis a 4 Å shift moves the proton shielding from 30.1 to 34.0 ppm. That basis is not the limit: with diffuse functions added (uncontracted aug-cc-pVTZ), $T_{\rm iso}$ falls to 0.10 and the two shieldings become 30.0 and 31.9 ppm. The full 6-31G tensors and the values at intermediate shifts are in the numerical output.

## Computed results

```
water: O-H 0.96 A, angle 105.0 deg; proton on x axis
shift direction: [0.3333 0.6667 0.6667] ; reference origin at O
alpha^2 a0 = 2.81794e-05 A
e^2 A^2/m_e = 1.75882 neV/T^2
6-31G: 13 functions, E = -2067.633 eV
  TRK sum 2.5510 of 10, residual T 7.4490
  T parts: closure 6.9486, hypervirial 0.5004
  norms: S 9.5841 A^-2, Lambda 0.8685 A
  sigma_iso slope 20.2352 ppm/A
  chi_iso linear 0.2626 neV/T^2/A, quadratic -2.1280 neV/T^2/A^2
cc-pVDZ: 24 functions, E = -2068.790 eV
  TRK sum 6.3835 of 10, residual T 3.6165
  T parts: closure 2.4951, hypervirial 1.1214
  norms: S 4.1840 A^-2, Lambda 0.2828 A
  sigma_iso slope 8.8699 ppm/A
  chi_iso linear 0.0852 neV/T^2/A, quadratic -1.0295 neV/T^2/A^2
cc-pVTZ: 58 functions, E = -2069.616 eV
  TRK sum 8.5847 of 10, residual T 1.4153
  T parts: closure 1.1617, hypervirial 0.2536
  norms: S 1.7534 A^-2, Lambda 0.0754 A
  sigma_iso slope 3.9400 ppm/A
  chi_iso linear 0.0229 neV/T^2/A, quadratic -0.4045 neV/T^2/A^2
unc-cc-pVTZ: 74 functions, E = -2069.619 eV
  TRK sum 9.4682 of 10, residual T 0.5318
  T parts: closure 0.2098, hypervirial 0.3221
  norms: S 0.3885 A^-2, Lambda 0.0755 A
  sigma_iso slope 0.9739 ppm/A
  chi_iso linear 0.0229 neV/T^2/A, quadratic -0.1481 neV/T^2/A^2
6-31G tensors, rows d = x, y, z
  S (A^-2) x:   -0.0000   -0.0000   -0.1771
  S (A^-2) y:    0.0000    0.0000   -6.5054
  S (A^-2) z:    0.1301    7.0347    0.0000
  Lambda (A) x:   -0.0000    0.0000   -0.5250
  Lambda (A) y:    0.0000    0.0000    0.4029
  Lambda (A) z:    0.4462   -0.3424    0.0000
  T x:    6.8512    0.4046   -0.0000
  T y:    0.4046    7.0680    0.0000
  T z:   -0.0000    0.0000    8.4278
6-31G, direct: shift (A), sigma_iso (ppm), chi_iso (neV/T^2)
  0.0     26.348    -1.4781
  1.0     46.583    -3.3435
  2.0     66.819    -9.4649
  4.0    107.289   -34.4757
unc-cc-pVTZ, direct: shift (A), sigma_iso (ppm), chi_iso (neV/T^2)
  0.0     30.140    -1.4121
  1.0     31.114    -1.5373
  2.0     32.088    -1.9589
  4.0     34.035    -3.6909
6-31G finite field / formula: shift (A), u.sigma.v (ppm), u.chi.u (neV/T^2)
   0.0    -2.182 /    -2.182    -1.4809 /   -1.4809
   2.0   -46.905 /   -46.905   -11.5285 /  -11.5285
  -2.0    42.540 /    42.540   -12.9438 /  -12.9438
Be 6-31G: T 1.5101; for a 2 A shift |sigma_iso change| 0.0000 ppm
  chi_iso -1.2928 -> -3.0635 neV/T^2
Be large s,p basis: T 0.000038, without exchange kernel 1.3435
```
